# In-plane instability of the strained c phase and continuous r-phase onset

A (001) film in the c phase carries a polarization $(0,0,P_3)$ along its normal and keeps the fourfold axis and the vertical mirror planes. The in-plane components $P_1,P_2$ form a two-component vector under these operations. Its only quadratic invariant is $q=P_1^2+P_2^2$, there is no cubic invariant, and the quartic invariants are $q^2$ and $P_1^2P_2^2=\tfrac14q^2\sin^22\varphi$, where $\varphi$ is the in-plane angle measured from [100]. Near the c phase, with $P_3$ relaxed, the energy density must therefore read

$$f=f_0+Aq+\left[B_{ac}+\tfrac14\Lambda\sin^22\varphi\right]q^2+O(q^3).\tag{1}$$

The sign of $A$ decides whether the c phase is locally stable against a tilt, the sign of $\Lambda$ decides the direction in which the polarization tilts, and the sign of the quartic bracket decides whether a tilted state can grow continuously from zero. A jump to a distant state is outside this expansion. Symmetry permits a continuous transition but does not guarantee one. What remains is to express $A$, $\Lambda$ and $B_{ac}$ through the misfit strain and the material coefficients.

The film is taken as homogeneous and single-domain, between short-circuited ideal electrodes, so that the electric field vanishes. It is coherent with a thick cubic substrate. In Voigt notation with engineering shear, the substrate fixes $S_1=S_2=u$ and $S_6=0$, while the free surface gives $\sigma_3=\sigma_4=\sigma_5=0$. Gradient and surface energies are omitted, and the treatment is mean-field. The Landau energy at zero stress is

$$\begin{aligned}L={}&a_1\sum_iP_i^2+a_{11}\sum_iP_i^4+a_{12}\sum_{i<j}P_i^2P_j^2+a_{111}\sum_iP_i^6\\&+a_{112}\sum_iP_i^4\sum_{j\ne i}P_j^2+a_{123}P_1^2P_2^2P_3^2.\end{aligned}$$

The spontaneous strains at zero stress are $Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2)$ for $S_1$, the same with 1 and 2 exchanged for $S_2$, and $Q_{44}P_1P_2$ for $S_6$. The elastic energy is that of the difference between actual and spontaneous strain. Minimizing it over the free strains $S_3,S_4,S_5$ sets their conjugate stresses to zero, as the free surface requires. Only $\sigma_1,\sigma_2,\sigma_6$ survive, and they obey

$$\begin{aligned}e_1&=u-Q_{11}P_1^2-Q_{12}(P_2^2+P_3^2)=s_{11}\sigma_1+s_{12}\sigma_2,\\
e_2&=u-Q_{11}P_2^2-Q_{12}(P_1^2+P_3^2)=s_{12}\sigma_1+s_{11}\sigma_2,\\
e_6&=-Q_{44}P_1P_2=s_{44}\sigma_6.\end{aligned}$$

Adding and subtracting the first two lines decouples them: $e_1+e_2=s(\sigma_1+\sigma_2)$ and $e_1-e_2=d(\sigma_1-\sigma_2)$, with $s=s_{11}+s_{12}$ and $d=s_{11}-s_{12}$, both positive in a stable crystal. The elastic energy $W=\tfrac12(\sigma_1e_1+\sigma_2e_2+\sigma_6e_6)$ becomes

$$W=\frac{(e_1+e_2)^2}{4s}+\frac{(e_1-e_2)^2}{4d}+\frac{Q_{44}^2P_1^2P_2^2}{2s_{44}}.$$

Write $p=P_3^2$. Then $e_1+e_2=2u-(Q_{11}+Q_{12})q-2Q_{12}p$ and $e_1-e_2=-(Q_{11}-Q_{12})(P_1^2-P_2^2)$. The first square gives

$$\begin{aligned}\frac{(e_1+e_2)^2}{4s}={}&\frac{u^2}{s}-\frac us\left[(Q_{11}+Q_{12})q+2Q_{12}p\right]\\&+\frac{(Q_{11}+Q_{12})^2q^2+4Q_{12}(Q_{11}+Q_{12})qp+4Q_{12}^2p^2}{4s}.\end{aligned}$$

In the second, $(P_1^2-P_2^2)^2=P_1^4+P_2^4-2P_1^2P_2^2$, whereas $q^2=P_1^4+P_2^4+2P_1^2P_2^2$. Collecting powers, the film has the coefficients

$$\begin{aligned}
b_1&=a_1-\frac{u(Q_{11}+Q_{12})}{s},\qquad b_3=a_1-\frac{2uQ_{12}}{s},\\
b_{33}&=a_{11}+\frac{Q_{12}^2}{s},\qquad b_{13}=a_{12}+\frac{Q_{12}(Q_{11}+Q_{12})}{s},\\
b_{11}&=a_{11}+\frac{(Q_{11}+Q_{12})^2}{4s}+\frac{(Q_{11}-Q_{12})^2}{4d},\\
b_{12}&=a_{12}+\frac{(Q_{11}+Q_{12})^2}{2s}-\frac{(Q_{11}-Q_{12})^2}{2d}+\frac{Q_{44}^2}{2s_{44}}.
\end{aligned}\tag{2}$$

Here $b_1$ multiplies $q$, $b_3$ multiplies $p$, $b_{33}$ multiplies $p^2$, $b_{13}$ multiplies $qp$, $b_{11}$ multiplies $P_1^4+P_2^4$, and $b_{12}$ multiplies $P_1^2P_2^2$. The sixth-order coefficients are unchanged, because $W$ stops at fourth order in $P$.

Using $P_1^4+P_2^4=q^2-2P_1^2P_2^2$ and $P_1^2P_2^2=\tfrac14q^2\sin^22\varphi$, the whole energy is

$$\begin{aligned}F={}&\frac{u^2}{s}+b_3p+b_{33}p^2+a_{111}p^3+\left(b_1+b_{13}p+a_{112}p^2\right)q\\
&+\left[b_{11}+a_{112}p+\tfrac14\Lambda(p)\sin^22\varphi\right]q^2+O(q^3),\end{aligned}\tag{3}$$

$$\Lambda=b_{12}-2b_{11}+p(a_{123}-2a_{112}).\tag{4}$$

In the c phase $q=0$ and $p>0$, so $\partial F/\partial p=0$ gives

$$b_3+2b_{33}p+3a_{111}p^2=0,\qquad K\equiv b_{33}+3a_{111}p>0.\tag{5}$$

The inequality is the requirement $\partial^2F/\partial p^2=2K>0$, stability against a change in the length of $P_3$. The mixed derivatives $\partial^2F/\partial P_1\partial P_3$ and $\partial^2F/\partial P_2\partial P_3$ vanish at $P_1=P_2=0$, because $F$ is even in each component. The in-plane Hessian is therefore a separate block, $2A$ times the identity, and the c phase is stable against in-plane polarization when

$$A=b_1+b_{13}p+a_{112}p^2>0.\tag{6}$$

The instability condition is $A=0$, with $p$ taken from (5). Since the field is $E_1=\partial F/\partial P_1$, the in-plane inverse susceptibility is $2A$, and the in-plane response diverges at the limit. The condition is not $b_1=0$: the existing $P_3$ shifts the in-plane stiffness by $b_{13}p+a_{112}p^2$.

To find which side of the limit is unstable, $A$ must be differentiated along the relaxed c branch. Differentiating (5) with respect to $u$ gives $-2Q_{12}/s+2K\,dp/du=0$, hence $dp/du=Q_{12}/(sK)$. With $M\equiv b_{13}+2a_{112}p$,

$$\frac{dA}{du}=-\frac{Q_{11}+Q_{12}}{s}+M\frac{dp}{du}=-\frac1s\left[Q_{11}+Q_{12}-\frac{MQ_{12}}{K}\right].\tag{7}$$

When the bracket is positive, increasing $u$, that is, stretching the film or reducing its compression, destabilizes the c phase. The first two terms are the direct effect of strain on the in-plane components. The last is indirect: for $Q_{12}<0$ stretching shrinks $P_3$, and for $M>0$ this removes part of the penalty that $P_3$ imposes on in-plane polarization.

The instability may also be reached by temperature at fixed strain, if $a_1$ rises with temperature and the other coefficients are held constant. Then (5) gives $dp/da_1=-1/(2K)$ and $dA/da_1=1-M/(2K)$. Cooling leads out of the c phase if $M<2K$, and heating does so if $M>2K$.

For the quartic term, $P_3$ must be allowed to respond to the tilt. Let $p$ change by $\delta$ from its c-phase value. To second order in the small quantities $q$ and $\delta$, (3) gives

$$F-f_0=Aq+\left[b_{11}+a_{112}p+\tfrac14\Lambda\sin^22\varphi\right]q^2+Mq\delta+K\delta^2.$$

The minimum over $\delta$ lies at $\delta=-Mq/(2K)$ and contributes $-M^2q^2/(4K)$. Since $\delta$ is of order $q$, all omitted terms are of order $q^3$. This is the form (1), with

$$B_{ac}=b_{11}+a_{112}p-\frac{M^2}{4K}.$$

Along the in-plane diagonal $\sin^22\varphi=1$, and the coefficient is $B_r=B_{ac}+\Lambda/4$:

$$B_r=\frac{2b_{11}+b_{12}+p(2a_{112}+a_{123})}{4}-\frac{(b_{13}+2a_{112}p)^2}{4(b_{33}+3a_{111}p)}.\tag{8}$$

The negative term is the energy recovered when $P_3$ adjusts. It is what can turn the transition discontinuous even when the in-plane quartic energy at fixed $P_3$ is positive.

If $\Lambda<0$, the bracket in (1) is smallest at $\varphi=45^\circ$ and equivalent angles. For $A<0$ and $B_r>0$ the minimum along the diagonal is

$$q=-\frac{A}{2B_r},\qquad f-f_0=-\frac{A^2}{4B_r}.\tag{9}$$

The second derivative with respect to $\varphi$ there is $-2\Lambda q^2>0$, so this is also a minimum against rotation. The new state has $P_1=P_2\ne0$ and $P_3\ne0$: it is the r phase. Near the critical strain $u_c$, $A\simeq(dA/du)(u-u_c)$, so the in-plane polarization $\sqrt q$ grows as the square root of the excess strain. **The r phase therefore branches continuously from the c phase where $A$ falls through zero with $p>0$, $K>0$, $\Lambda<0$ and $B_r>0$.**

If $\Lambda>0$ and $B_{ac}>0$, the polarization tilts toward an in-plane axis instead and gives the ac phase, $(P_1,0,P_3)$ or $(0,P_2,P_3)$. Both phases are monoclinic; they differ in whether the mirror plane contains the in-plane diagonal or the in-plane axis. Monoclinic symmetry alone therefore does not identify an r phase. If $\Lambda=0$, higher-order terms choose the direction.

At fixed $P_3$, the clamping contributes to this choice in two opposite ways. From (2),

$$b_{12}-2b_{11}=a_{12}-2a_{11}-\frac{(Q_{11}-Q_{12})^2}{d}+\frac{Q_{44}^2}{2s_{44}}.$$

An axial tilt would make the film rectangular, which the square substrate resists, and this favours r. A diagonal tilt would shear the film in its plane, which the substrate also resists, and this favours ac. The clamping also changes $p$, and with it the last term of (4), whose effect depends on the sign of $a_{123}-2a_{112}$.

When the sixth-order terms are negligible, everything is explicit. Equation (5) gives $p=-b_3/(2b_{33})$, and $A=0$ becomes $2b_{33}b_1=b_{13}b_3$. Inserting $b_1$ and $b_3$ and collecting $u$,

$$u_c=\frac{a_1s\,(2b_{33}-b_{13})}{2b_{33}(Q_{11}+Q_{12})-2b_{13}Q_{12}}.\tag{10}$$

The boundary is a straight line in the plane of $u$ and $a_1$, ending at $u=a_1=0$. To see which half of the line is physical, put (10) into $b_3$:

$$b_3=a_1\frac{b_{33}(Q_{11}-Q_{12})}{b_{33}(Q_{11}+Q_{12})-b_{13}Q_{12}}.$$

For $b_{33}>0$, $Q_{11}>Q_{12}$ and a positive denominator, a c phase with $p>0$ needs $b_3<0$, hence $a_1<0$. For $\Lambda<0$ the continuity condition $B_r>0$ reduces to

$$b_{33}(2b_{11}+b_{12})>b_{13}^2.\tag{11}$$

In this limit (11) also settles the global question. With $\Lambda<0$, the diagonal has the lowest energy for any given $q$ and $p$. There $F$ is a quadratic function of $q$ and $p$, and (11) with $b_{33}>0$ makes it strictly convex on the region $q\ge0$, $p\ge0$. A local minimum of a convex function on a convex region is its global minimum, so no distant homogeneous state can replace the c phase before $A=0$. With sixth-order terms this argument no longer covers the general case. $B_r>0$ then guarantees local continuity, and the energies of distant states must be compared separately.

For a numerical case, take round model parameters that represent no particular material. In units of $10^8$ SI, let $a_1=-1$, $a_{11}=0.5$, $a_{12}=4$, $a_{111}=1$, $a_{112}=2$, $a_{123}=-4$. Let $s_{11},s_{12},s_{44}=8,-2,10$ in $10^{-12}\ \mathrm{m^2/N}$ and $Q_{11},Q_{12},Q_{44}=0.10,-0.03,0.06\ \mathrm{m^4/C^2}$. Energies below are in the same $10^8$ units, so that $s=6\times10^{-4}$. Equation (2) gives $b_{11}=6.767$, $b_{33}=2.000$, $b_{12}=1.433$ and $b_{13}=0.500$.

Solving (5) and (6) together gives $u_c=-0.553\,\%$ and $p=0.3142\ \mathrm{C^2/m^4}$, or $P_3=0.561\ \mathrm{C/m^2}$. The balance at this point is

$$b_1=-1+\frac{0.00553\times0.07}{6\times10^{-4}}=-0.355,$$

$$b_{13}p+a_{112}p^2=0.157+0.197=0.354,$$

which cancel within rounding. A finite-difference Hessian of the energy with all six strain components gives the same critical strain. Without the sixth-order terms, (10) gives $-0.0021/0.31=-0.677\,\%$, so these terms matter to the position of the boundary here.

At the limit $M=0.5+4p=1.757$ and $K=2+3p=2.943$. Hence

$$\frac{dA}{du}=-\frac{0.07+0.03\times1.757/2.943}{6\times10^{-4}}=-146.5,$$

$$\Lambda=1.433-13.533-8p=-14.61,$$

$$B_r=\frac{13.533+1.433}{4}-\frac{1.757^2}{4\times2.943}=3.48.$$

The $p$-term in the first part of $B_r$ vanishes because $2a_{112}+a_{123}=0$. All conditions for a continuous r phase hold, and (9) predicts $q=21.06\,(u-u_c)\ \mathrm{C^2/m^4}$. At $0.01\,\%$ excess strain, direct minimization gives $0.9985$ of this value, and extrapolation to the onset gives $1.0000$. At $u=-0.50\,\%$ the law predicts $q=0.0112$, while the minimized $P_1=P_2=0.0745\ \mathrm{C/m^2}$ gives $0.0111$. The minimum search also finds the c phase lowest at $0.01\,\%$ before the limit.

Further along the strain sweep in the numerical output, $P_3$ falls and the in-plane components grow. The state is still r at $0.50\,\%$, and at $1.00\,\%$ it has become the aa phase, with $P_1=P_2=0.366\ \mathrm{C/m^2}$ and $P_3=0$.

Changing only $a_{123}$ from $-4$ to $80$ isolates the choice of direction. This coefficient multiplies $P_1^2P_2^2P_3^2$, which is of order $q^2$, so it cannot enter $A$, and the critical strain stays at $-0.553\,\%$. But $\Lambda$ rises by $84p=26.4$ to $11.78$. With $B_{ac}=7.13$ positive, the c phase now passes continuously into ac, as the minimization confirms.

Changing instead only $a_{12}$ from $4$ to $12$ strengthens the competition between $P_3$ and the in-plane components. Now $\Lambda=-5.34$ still favours the diagonal, but $B_r=-2.70$. The c phase remains locally stable up to $0.310\,\%$, yet its energy equals that of the aa phase already at $0.227\,\%$. There $P_3$ drops from $0.414\ \mathrm{C/m^2}$ to zero and $P_1=P_2$ jumps from zero to a finite value, which is $0.233\ \mathrm{C/m^2}$ at $0.01\,\%$ beyond this strain. In the searches $0.01\,\%$ to either side, the lowest state is c and then aa, with no r phase at either point. Negative $\Lambda$ is thus not enough to produce an r phase.

With the other parameters fixed, $B_r$ vanishes at the instability for $a_{12}=10.09$, where $u_c=0.1975\,\%$. The search there returns a state with $P_1=P_2=0.002\ \mathrm{C/m^2}$ whose energy differs from that of the c phase by about $10^{-7}\ \mathrm{J/m^3}$, some $10^{-15}$ of the energy unit. This difference is below the energy tolerance of the search, $10^{-14}$ of the unit. Since both $A$ and $B_r$ vanish, the minimum is very flat and the search cannot resolve so small a tilt from zero, so the result is no evidence of a distinct tilted phase. No distant lower state was found at this point, which is evidence from a finite set of starting points and not a proof.

These conclusions concern homogeneous states. A domain pattern can lower the energy before $A$ reaches zero, an incomplete screening of the surface charge adds a depolarizing energy that raises the cost of $P_3$, and misfit dislocations change the strain that the film actually feels. In the first case the c phase may be lost earlier than (6) states; in the other two the coefficients or the strain entering (6) must be changed before the condition is used.

## Table of computed values

```
Model inputs (a's in 1e8 SI: J m/C^2, J m^5/C^4, J m^9/C^6)
a1, a11, a12 = -1.0 0.5 4.0
a111, a112, a123 = 1.0 2.0 -4.0
s11, s12, s44 = 8.0, -2.0, 10.0 1e-12 m^2/N
Q11, Q12, Q44 = 0.1, -0.03, 0.06 m^4/C^2
Film coefficients, 1e8 J m^5/C^4
b11 = 6.7667, b33 = 2.0000, b12 = 1.4333, b13 = 0.5000
Base model at the instability
critical strain, formula = -0.55319 %
critical strain, direct  = -0.55319 %
p = 0.31424 C^2/m^4, P3 = 0.5606 C/m^2
dA/du = -146.52 1e8 J m/C^2
Lam = -14.6139 1e8 J m^5/C^4
Br = 3.4794, direct 3.4794 1e8 J m^5/C^4
dq/du at onset = 21.055 C^2/m^4
q(min)/q(law) at 0.01 % excess strain = 0.9985
same, extrapolated to onset = 0.99999
critical strain without sixth order = -0.6774 %
A at -0.8 % strain = 0.3635 1e8 J m/C^2
Base model sweep: strain %, P1, P2, P3 in C/m^2
 -0.80 0.0000 0.0000 0.5961
 -0.50 0.0745 0.0745 0.5495
 -0.30 0.1603 0.1603 0.5061
  0.00 0.2323 0.2323 0.4350
  0.50 0.3108 0.3108 0.2836
  1.00 0.3660 0.3660 0.0000
Contrast a123 = 80.0 (1e8 J m^9/C^6): ac phase
critical strain = -0.55319 %
Lam = 11.7821, Bac = 7.1329, Br = 10.0784 1e8 J m^5/C^4
Contrast a12 = 12.0 (1e8 J m^5/C^4): jump c to aa
Lam = -5.3366, Br = -2.6951 1e8 J m^5/C^4
c stability limit = 0.3100 %
equal energy of c and aa = 0.2270 %
P3 of c at equal energy = 0.4138 C/m^2
P1 = P2 of aa 0.01 % beyond = 0.2333 C/m^2
Border of local continuity, Br = 0
a12 = 10.0928 1e8 J m^5/C^4, strain = 0.1975 %
lowest energy minus c energy there = 1.721e-07 J/m^3
lowest state there: P1 = 0.0022, P2 = 0.0022, P3 = 0.4208 C/m^2
```
